Exciton bound to a neutral donor, scaled from positronium hydride

**Problem**

A semiconductor has one isotropic parabolic conduction band and one isotropic parabolic valence band, with equal effective masses m*. Its static relative permittivity is ε. A donor is described by a fixed point charge +e. It binds one electron to form the neutral donor D⁰, and D⁰ can bind an exciton X to form the complex D⁰X, which contains two electrons and one hole. The localization energy is

E_loc = E(D⁰) + E(X) − E(D⁰X),

the energy needed to free the exciton from the neutral donor. The two electrons form a spin singlet. Electron-hole exchange, recombination, phonons and the valley structure of real bands are left out.

(a) Show that D⁰X has the scaled Hamiltonian of positronium hydride, the system of a proton, two electrons and a positron, with the proton held fixed.

(b) Find the energies of D⁰ and X in the scaled units.

(c) Set up a variational calculation for D⁰X with correlated Gaussians, and from its energy obtain E_loc in units of the donor Rydberg Ry_D, the donor depth of this model.

(d) Evaluate the result for m* = 0.30 m0 and ε = 11.7, round values in the regime of silicon. Compare it with Haynes's empirical rule for donors in silicon, E_loc ≈ 0.1 E_D, where E_D is the donor depth.

(e) Let the electron and hole masses differ. Can the mass ratio raise the factor to 0.1?

(f) Real donors also attract electrons by a short-range potential, the central cell. Find how E_loc changes with donor depth to first order in this potential, and examine a donor of depth 45 meV, roughly that of phosphorus in silicon.

**Solution**

**(a) Scaling**

Let r1 and r2 be the distances of the electrons from the donor, rh that of the hole, and r12, r1h, r2h the distances between the carriers. The Hamiltonian is

H = −(ħ²/2m*)(∇1² + ∇2² + ∇h²) + (e²/4πε0ε)(−1/r1 − 1/r2 + 1/rh + 1/r12 − 1/r1h − 1/r2h).

The donor attracts the electrons and repels the hole. The electrons repel each other and attract the hole.

Write every position as r = a*x. The kinetic terms then carry the factor ħ²/(m*a*²) and the Coulomb terms the factor e²/(4πε0εa*). The two factors are equal if

a* = 4πε0εħ²/(m*e²) = ε(m0/m*) a0,

where a0 is the Bohr radius. Their common value is

Ha* = e²/(4πε0εa*) = (m*/m0) Ha/ε²,

with Ha the hartree. Hence H = Ha* h, with

h = −½(∇1² + ∇2² + ∇h²) − 1/x1 − 1/x2 + 1/xh + 1/x12 − 1/x1h − 1/x2h.

No material parameter is left in h. With the hole read as a positron and the donor as a fixed proton, it is the non-relativistic Hamiltonian of positronium hydride in atomic units. The dissociation of positronium hydride into hydrogen and positronium corresponds to D⁰X → D⁰ + X.

The equal masses matter here, because a positron has the electron's mass. With one mass for all carriers and one permittivity for all pairs, a single length and a single energy remove every material parameter. Unequal masses would leave their ratio in h, as part (e) shows.

**(b) The dissociation threshold**

For D⁰, try ψ = exp(−κx). Since ∇²ψ = (κ² − 2κ/x)ψ,

(−½∇² − 1/x)ψ = [−κ²/2 + (κ − 1)/x]ψ.

The 1/x term vanishes for κ = 1, and the energy is −1/2 Ha*. The function has no node, so this is the ground state. The donor depth is therefore

Ry_D = Ha*/2.

The free exciton is taken at rest, so its centre of mass has no kinetic energy. Two equal unit masses have reduced mass 1/2, and the relative motion obeys

(−∇² − 1/x)ψ = [−κ² + (2κ − 1)/x]ψ.

Now κ = 1/2, and the energy is −1/4 Ha*. The threshold is

E(D⁰) + E(X) = −3/4 Ha*.

**(c) The energy of the complex**

*Basis.* Collect the positions in x = (x1, x2, xh) and use

φ_A = exp(−½ Σ_ij A_ij x_i·x_j),

where A is a symmetric positive definite 3×3 matrix. Its off-diagonal elements correlate the particles. A spin singlet has a spatial function symmetric under exchange of the electrons, so each φ_A is replaced by (1 + P)φ_A, where P exchanges x1 and x2. Because P commutes with h and (1 + P)² = 2(1 + P), it is enough to let 1 + P act on one side of each matrix element. The common factor 2 cancels from the eigenvalue equation. The elements below are for a single pair φ_A, φ_B; the exchanged term has the same form, with rows and columns 1 and 2 of B interchanged.

*Overlap.* Let C = A + B and G = C⁻¹. The product φ_Aφ_B is a Gaussian with matrix C. It factorizes into the three Cartesian directions, each giving (2π)^(3/2)(det C)^(−1/2). Thus

S = (2π)^(9/2) (det C)^(−3/2).

Averaged over this Gaussian, one Cartesian component of x_i times the same component of x_j gives G_ij, so ⟨x_i·x_j⟩ = 3G_ij.

*Kinetic energy.* Integration by parts turns −½∫φ_A∇_i²φ_B into ½∫∇_iφ_A·∇_iφ_B. With ∇_iφ_A = −Σ_j A_ij x_j φ_A and the same form for B,

T/S = ½ Σ_i Σ_jk A_ij B_ik ⟨x_j·x_k⟩ = (3/2) Σ_i (AGB)_ii.

The last step uses the symmetry of B.

*Coulomb energy.* The separation y of any pair is a linear combination of the positions, y = Σ_i w_i x_i. Each of its Cartesian components is Gaussian with variance s = Σ_ij w_i G_ij w_j. For example, s = G11 for electron 1 and the donor, and s = G11 + G22 − 2G12 for the two electrons. Therefore

⟨1/y⟩ = (2πs)^(−3/2) ∫₀^∞ 4πy exp(−y²/2s) dy = 4πs/(2πs)^(3/2) = √(2/(πs)).

The potential energy is the sum of six such terms with the signs in h, multiplied by S.

*Energy.* For a combination of N functions with coefficients c, making the energy stationary gives the matrix equation

**H**c = E**S**c.

Its lowest eigenvalue is an upper bound to the ground-state energy of h in this symmetry. The matrices A are improved by replacing one function at a time with a trial function that lowers the energy. With N = 100 the energy falls from −0.78688 to −0.78892 Ha*, and the last sweep through the basis lowers it by 0.00003 Ha*.

The virial theorem gives a further test. If the wave function is compressed uniformly by a factor η, its energy becomes

E(η) = η²T + ηV,

because kinetic energy varies as inverse length squared and Coulomb energy as inverse length. For the true ground state E(η) is stationary at η = 1, so V = −2T. The calculation has T = 0.78864 Ha*, hence V = −0.78892 − 0.78864 = −1.57756 Ha* and V/T = −2.0004. The overall size of the complex is therefore well adjusted. This condition is necessary for an accurate wave function, but not sufficient.

*Localization energy.* The threshold is known in closed form, so an upper bound for the complex gives a lower bound for E_loc:

E_loc ≥ (0.78892 − 0.75) Ha* = 0.03892 Ha*.

One Ha* is two donor Rydbergs, so

E_loc ≥ 0.0778 Ry_D.

The gain in the last sweep understates what is missing: a basis of about 500 functions lowers the energy to −0.78914 Ha* and raises the bound to 0.0783 Ry_D. To two significant figures the result is unchanged, and the model value is taken as

**E_loc ≈ 0.078 Ry_D.**

The binding is a small difference of large energies: 0.039 Ha* out of a total of 0.789 Ha*. An error of one per cent in the total energy would change E_loc by about 20 per cent, which is why a correlated basis is needed.

**(d) Numbers in the regime of silicon**

For m* = 0.30 m0 and ε = 11.7,

a* = (11.7/0.30) a0 = 2.06 nm,

Ry_D = ½ × 0.30 Ha/11.7² = 29.8 meV.

The free exciton is bound by half of this, 14.9 meV. The localization energy is

E_loc ≈ 0.0778 × 29.82 meV = 2.32 meV.

The larger basis of part (c) raises this by about 0.01 meV.

Haynes's factor applied to the same donor depth gives 0.1 × 29.82 = 2.98 meV. At fixed donor depth, the scaled result is 22 per cent below the rule. The scaled model thus gives the right order of magnitude: in it, a neutral donor holds an exciton much more weakly than a donor ion holds an electron. It doesn't derive the number 0.1, which is an empirical description of donors in one material.

**(e) Unequal masses**

Let σ = m_e/m_h, and keep the electron mass in a*, Ha* and Ry_D. The electron kinetic terms are unchanged, while the hole term becomes −(σ/2)∇h². The reduced mass of the exciton, in units of m_e, is

μ = m_h/(m_e + m_h) = 1/(1 + σ).

The equation for relative motion, −(1/2μ)∇²ψ − ψ/x = Eψ, is solved by exp(−μx) with energy −μ/2. Hence

E_loc/Ry_D = −2E − 1 − 1/(1 + σ),

where E is the energy of the complex in Ha*. At σ = 1 this returns −2E − 3/2, as in part (c).

The variational calculation gives these lower bounds at fixed electron mass:

σ = 2.0: 0.062
σ = 1.0: 0.078
σ = 0.7: 0.087
σ = 0.5: 0.100

The basis was optimized for σ = 1 and then re-optimized once for σ = 0.5, which raised the bound there by 0.003. The entries at 0.7 and 2.0 had no optimization of their own. Larger bases of about 500 functions, optimized at each σ, give 0.067 at σ = 2.0, 0.088 at σ = 0.7 and 0.101 at σ = 0.5. The entry at σ = 2.0 is thus low by at least 0.005, but the trend is unchanged.

The answer to the question is yes. At σ = 1 the nearly converged value is 0.078, and at σ = 0.5 the factor is at least 0.100. It therefore passes 0.1 at some mass ratio between these two, with a hole up to about twice as heavy as the electron.

The limit σ → 0 shows where a heavier hole leads. The hole's kinetic energy disappears, and the hole can settle at the distance from the donor that minimizes the energy of the two electrons plus the repulsion 1/xh. The complex becomes a hydrogen molecule with fixed nuclei, and the threshold becomes −1 Ha*, two separate hydrogen atoms. Positronium hydride and the hydrogen molecule are thus two members of one family, labelled by σ. A factor taken from one member can't be used for all semiconductors.

**(f) The central cell**

Add to the Hamiltonian an attraction −U w(x) for each electron, where w is short-ranged, and leave the hole unaffected. To first order in U, an energy changes by the expectation value of the perturbation in the unperturbed state. The donor depth E_D = −E(D⁰) therefore changes by

δE_D = U⟨w⟩_D⁰.

The free exciton is far from the donor and doesn't change. The complex is lowered by U⟨w(x1) + w(x2)⟩_D⁰X. From the definition of E_loc,

δE_loc = −U⟨w⟩_D⁰ + U⟨w(x1) + w(x2)⟩_D⁰X.

Dividing by δE_D removes U:

dE_loc/dE_D = ⟨w(x1) + w(x2)⟩_D⁰X / ⟨w⟩_D⁰ − 1.

The slope measures how much more electron weight the complex has in the central cell than the neutral donor has.

Take w = exp(−x²/2b²) with b = 0.2, which is 0.41 nm here, and return to equal masses. The expectation values are 0.02193 for the donor and 0.02468 for the two electrons of the complex. Thus

dE_loc/dE_D = 0.02468/0.02193 − 1 = 0.125.

The last digit is not converged: a basis of about 500 functions gives 0.02470 and a slope of 0.126.

Each electron of the complex has about 56 per cent of the donor electron's weight in the well. Together they have slightly more than the single electron, and this small excess makes E_loc grow with donor depth.

The slope 0.125 and the ratio E_loc/E_D = 0.078 are different quantities. Near the pure Coulomb donor, the model gives a straight line through the point (29.8 meV, 2.32 meV) that doesn't pass through the origin. A strict proportionality E_loc = 0.1 E_D would need both quantities to be 0.1.

For a donor of depth 45 meV the linear estimate is

E_loc ≈ 2.32 + 0.125 × (45.0 − 29.82) = 4.22 meV.

The change in depth is half the original depth, so first order can't be trusted without a test. A well of the same range reproduces 45 meV if its depth is U = 6.51 Ha*, or 388 meV. With this well included in full and the basis re-optimized, the complex has

E_loc ≥ 4.73 meV, so that E_loc/E_D ≥ 0.105.

A basis of about 600 functions raises the bound to 4.76 meV and the ratio to 0.106. The linear estimate lies below the bound, so it is too small. The mean slope between the two donors is about (4.73 − 2.32)/15.18 = 0.16, larger than the initial slope.

Three simple prescriptions for the 45 meV donor can now be compared. Haynes's rule gives 4.50 meV. The factor 0.0778 multiplied by the full depth gives 3.50 meV. The model with a central cell gives at least 4.73 meV. The second prescription is not consistent: it treats 45 meV as a Coulomb Rydberg, and with equal masses the free exciton would then be bound by 22.5 meV instead of 14.9 meV. The central cell deepens the donor but leaves the free exciton alone.

The closeness of 0.105 to 0.1 is not a derivation of Haynes's rule. The range of the well was chosen, the hole was given no central-cell potential, and the masses were kept equal. Within the model, a central cell of range 0.41 nm makes up the difference between the scaled factor and the empirical one. The ratio depends on this range: with the well refitted to 45 meV, it is about 0.097 for b = 0.1 and 0.129 for b = 0.4. The range 0.41 nm is shorter than silicon's lattice constant of 0.54 nm. An effective-mass equation isn't quantitative at such distances, so the well is only a simple stand-in for the real central cell.

**Silicon and the limits of the model**

In silicon the free exciton is bound by roughly 15 meV, and the exciton on neutral phosphorus is localized by roughly 5 meV. The Coulomb model with the round parameters has the right exciton binding, but its E_loc of 2.3 meV is about half the phosphorus value. One assumption that fails is the point-charge donor, whose depth of 29.8 meV is well below the 45 meV of phosphorus. Adding the central cell raises E_loc to at least 4.7 meV. The closeness of this bound to the phosphorus value is not a test of the model, because the range of the well was chosen and the real band structure was left out.

For the donor depth, a suitably chosen isotropic mass can replace the anisotropic one. With rough silicon masses of 0.92 m0 along a valley axis and 0.19 m0 across it, a variational single-valley donor has a depth of 29.6 meV, against 29.8 meV for the isotropic mass of 0.30 m0. This supports the choice of mass for D⁰, but it doesn't show that the same mass also serves for the complex. Silicon also has six conduction valleys and degenerate, warped valence bands, so a single σ describes it only roughly.

Temperature limits where the binding matters. At 4.2 K, kT = 0.36 meV, well below the 2.32 meV of the Coulomb model. At 20 K it is 1.72 meV, comparable with the binding, and at 77 K it is 6.6 meV, larger even than the lower bound of 4.73 meV found for the 45 meV donor. The bound population also depends on donor density and on the number of free-exciton states, so E_loc/k is a scale and not a sharp dissociation temperature.

An electric field that changes an electron's potential energy by E_loc over one a* has the strength

E_loc/(e a*) = 2.32 mV/2.06 nm = 11 kV/cm.

This only compares the field with E_loc. It is not a threshold for freeing the exciton as a whole, because a uniform field exerts no net force on a neutral exciton. The field does, however, pull the electron and the hole apart. In scaled units their potential energy along the field is −1/x − Fx with F = 0.0389, and its maximum is −2√F = −0.39 Ha*. This lies below the free exciton's energy of −0.25 Ha*, so a field of this strength breaks up the exciton itself. At a donor density of 10¹⁶ cm⁻³, the sphere available to each donor has a radius of 28.8 nm, about 14 a*, so treating the donor as isolated is reasonable there. At much higher densities neighbouring donors overlap and the isolated complex is no longer the right starting point.

The values computed with the 100-function basis, including the fall of the energy during its optimization, are listed in the numerical output below.

Values computed for the example and the checks

```
Basis functions: 100
Complex energy before refinement: -0.78688 Ha*
Complex energy, next-to-last sweep: -0.78889 Ha*
Complex energy, final: -0.78892 Ha*
Kinetic energy: 0.78864 Ha*
Virial ratio V/T: -2.00036
Binding against donor + exciton: 0.03892 Ha*
Localization factor, equal masses: 0.0778 Ry_D
Factor divided by Haynes's 0.1: 0.778
Factor at m_e/m_h = 2.0: 0.0619 Ry_D
Factor at m_e/m_h = 1.0: 0.0778 Ry_D
Factor at m_e/m_h = 0.7: 0.0871 Ry_D
Factor at m_e/m_h = 0.5: 0.1001 Ry_D
Gain from re-optimizing at m_e/m_h = 0.5: 0.00291 Ry_D
m_e/m_h where computed factor is 0.1: 0.50
Example mass: 0.30 m0; permittivity: 11.7
Scaled Bohr radius a*: 2.064 nm
Donor Rydberg: 29.82 meV
Free-exciton binding: 14.91 meV
Localization energy, scaled: 2.321 meV
Localization energy, direct in physical units: 2.322 meV
Haynes's factor times donor Rydberg: 2.982 meV
Central-cell range: 0.20 a* = 0.413 nm
Well expectation, donor: 0.02193
Well expectation, complex (two electrons): 0.02468
First-order slope dE_loc/dE_D: 0.125
Slope from a small finite well: 0.126
Rough deeper donor, input: 45.0 meV
Fitted well depth: 6.509 Ha* = 388.2 meV
Deep donor E_loc, linear estimate: 4.22 meV
Deep donor E_loc, full well, 0 sweeps: 4.54 meV
Deep donor E_loc, full well, 1 sweeps: 4.71 meV
Deep donor E_loc, full well, 2 sweeps: 4.73 meV
Deep donor ratio E_loc/E_D: 0.1051
Pure scaling applied to 45 meV: 3.50 meV
Haynes's factor applied to 45 meV: 4.50 meV
Rough Si masses: 0.92, 0.19 m0 (long., trans.)
Anisotropic variational donor depth: 29.61 meV
kT at 4.2 K: 0.362 meV
kT at 20.0 K: 1.723 meV
kT at 77.0 K: 6.635 meV
Field scale E_loc/(e a*): 11.2 kV/cm
Donor sphere radius at 1e16 cm^-3: 28.8 nm
```
